\section*{Zero-frequency noise of a two-terminal conductor from scattering states, part 2}

A conductor joins two electron reservoirs, L and R, at temperature $T$ with chemical potentials $\mu_L$ and $\mu_R$. We want its zero-frequency current noise. The electrons do not interact and scatter elastically from a static potential. Units are $\hbar=e=m=1$; $V=\mu_L-\mu_R$ is the bias as an energy. The current $I$ counts particles per unit time, positive from L. To restore units, multiply a current in energy units by $e/\hbar$ and a noise by $e^2/\hbar$. Formulas are for one spin; two independent spins with equal scattering double them.

The noise is $S=2\int C(t)\,dt$, where $C$ is the symmetrized correlation of $\Delta I=I-\langle I\rangle$. The charge transferred in time $\tau$ is $Q$, with
\begin{equation}
\operatorname{Var}Q=\int_0^\tau\!dt\int_0^\tau\!dt'\,C(t-t')
=\int_{-\tau}^{\tau}(\tau-|u|)\,C(u)\,du .
\label{var}
\end{equation}
Its long-time growth rate is $S/2$ if $C(u)$ and $|u|C(u)$ are integrable.

For discrete modes $c_i$, occupied independently with probability $f_i$,
\begin{equation}
\langle c_i^\dagger c_jc_k^\dagger c_l\rangle
-\langle c_i^\dagger c_j\rangle\langle c_k^\dagger c_l\rangle
=\delta_{il}\delta_{jk}f_i(1-f_j).
\label{wick}
\end{equation}
With Fermi functions $f_\alpha$ and current matrix elements $A_{\alpha\beta}$ between waves incoming from reservoirs $\alpha,\beta$, this gives
\begin{align}
\langle\Delta I(t)\Delta I(0)\rangle
=\frac1{4\pi^2}\int dE\,dE'\,&e^{i(E-E')t}
\sum_{\alpha\beta}\operatorname{Tr}\left[A_{\alpha\beta}(E,E')A_{\beta\alpha}(E',E)\right]\nonumber\\
&\times f_\alpha(E)\left[1-f_\beta(E')\right].
\label{corr}
\end{align}
Let $T_n$ be the eigenvalues of $t^\dagger t$, where $t$ is the matrix of transmission amplitudes from L to R. Then
\begin{align}
S=\frac1\pi\int dE\sum_n\Big\{
&T_n^2\left[f_L(1-f_L)+f_R(1-f_R)\right]\nonumber\\
+&T_n(1-T_n)\left[f_L(1-f_R)+f_R(1-f_L)\right]\Big\}.
\label{general}
\end{align}
\begin{equation}
\langle I\rangle=\frac1{2\pi}\int dE\sum_nT_n(f_L-f_R).
\label{mean}
\end{equation}
For $T_n$ independent of energy,
\begin{equation}
S=\frac1\pi\left[2kT\sum_nT_n^2
+V\coth\!\left(\frac{V}{2kT}\right)\sum_nT_n(1-T_n)\right].
\label{main}
\end{equation}

The Fock-space entry in the final listing checks the braces of \eqref{general} as the variance of the net particle number entering from L, with one discrete mode per incoming channel. It uses a random scattering matrix with $T_n=0.3017$ and $0.8343$, and occupations $f_L=0.8$, $f_R=0.3$.

\subsection*{(f) Meaning of the two terms}

Find the equilibrium and low-temperature limits. Decide whether the first term is all of the thermal noise and the second is all of the shot noise.

\paragraph{Solution.}
With constant $T_n$, equation \eqref{mean} gives $\langle I\rangle=GV$, where $G=\sum T_n/2\pi$. For small $y$, $\coth y=1/y+y/3+\dots$. With $y=V/2kT$,
\begin{equation}
V\coth\!\left(\frac V{2kT}\right)=2kT+\frac{V^2}{6kT}+\dots .
\label{small}
\end{equation}
At $V=0$ the two terms of \eqref{main} add to
\begin{equation}
S_0=\frac{2kT}{\pi}\sum_n\left[T_n^2+T_n(1-T_n)\right]
=\frac{2kT}\pi\sum_nT_n=4kTG .
\label{jn}
\end{equation}
This is the Johnson--Nyquist noise. The partition term supplies the part $2kT\sum T_n(1-T_n)/\pi$ of it, so the first term alone is not the whole thermal noise. The noise added by the bias is
\begin{equation}
S-S_0=\frac1\pi\sum_nT_n(1-T_n)
\left[V\coth\!\left(\frac V{2kT}\right)-2kT\right].
\label{excess}
\end{equation}
By \eqref{small} it starts as $V^2$. For $V\gg kT$, where the hyperbolic cotangent tends to 1, it follows a straight line displaced by $2kT$ along the bias axis.

At zero temperature and $V>0$,
\begin{equation}
S=\frac V\pi\sum_nT_n(1-T_n)=2F\langle I\rangle,\qquad
F=\frac{\sum_nT_n(1-T_n)}{\sum_nT_n},
\label{fano}
\end{equation}
or $S=2eF\langle I\rangle$ in ordinary units. The ratio $F$ is the Fano factor. If every $T_n\ll1$, then $F\approx1$. This is the value for independent random transfers, whose count has a variance equal to its mean.

The form of \eqref{fano} has a simple reading. At long times the part of the charge variance that is linear in $\tau$ is $(V\tau/2\pi)\sum T_n(1-T_n)$. (At zero temperature each energy integral in \eqref{corr} ends at a sharp edge and falls as $1/u$, so $C(u)$ falls as $1/u^2$ and the remainder in \eqref{var} grows as $\ln\tau$ instead of tending to a constant.) The linear part is the variance of $V\tau/2\pi$ independent trials per channel, each successful with probability $T_n$. The incoming stream is filled without gaps at zero temperature, and the uncertainty lies in whether each particle is transmitted or reflected. A channel with $T_n=0$ or 1 leaves no such uncertainty.

At finite temperature, $kT\ll V$ alone does not ensure that \eqref{fano} is a good approximation. The first term of \eqref{main} must also be small compared with the second:
\begin{equation}
2kT\sum_nT_n^2\ll V\sum_nT_n(1-T_n).
\label{cold}
\end{equation}
This is a stronger demand when most open channels transmit almost perfectly. If every $T_n$ equals 1, the noise is $2kTN/\pi$ for $N$ channels at any bias within the model.

\subsection*{(g) A check without scattering states}

Two tight-binding chains, with energies measured in the hopping within each chain, are joined by a bond of strength $w$. Find the transmission of the bond. Then compare the predicted noise with the growth of the charge variance in a finite system.

\paragraph{Solution.}
The site energies are zero and the hopping elements are $-1$, so $E=-2\cos k$. Let $\psi_j=e^{ikj}+re^{-ikj}$ for $j\le0$ and $\psi_j=te^{ikj}$ for $j\ge1$. At site 0 the equation is $E\psi_0=-\psi_{-1}-w\psi_1$. The left-hand wave, continued to $j=1$, would obey the same equation with $w=1$. Its continued value must therefore equal $w\psi_1$. The same argument at site 1 fixes the continuation of the right-hand wave to $j=0$:
\[
e^{ik}+re^{-ik}=wte^{ik},\qquad t=w(1+r).
\]
Inserting $r=t/w-1$ into the first equation gives
\[
2i\sin k=t\left(we^{ik}-\frac{e^{-ik}}w\right),\qquad
|t|^2=\frac{4w^2\sin^2k}{1+w^4-2w^2\cos2k}.
\]
With $\sin^2k=1-E^2/4$ and $\cos2k=E^2/2-1$,
\begin{equation}
T(E)=\frac{w^2(4-E^2)}{(1+w^2)^2-w^2E^2}.
\label{chain}
\end{equation}
For $w=0.5$ this is $0.64$ at $E=0$, and for $w=1$ it is 1 throughout the band.

In the finite system, each lead of 200 sites is first in its own thermal state. The bond is then switched on. Let $P$ project onto the left lead, let $U$ be the one-particle evolution over time $\tau$, and let $D$ be the initial one-particle density matrix. The transferred charge, the initial minus the final number on the left, is a quadratic operator with matrix $q=P-U^\dagger PU$. In the basis that diagonalizes $D$, equation \eqref{wick} gives
\begin{equation}
\operatorname{Var}Q=\sum_{ij}q_{ij}q_{ji}f_i(1-f_j)
=\operatorname{Tr}\left[Dq(1-D)q\right].
\label{finite}
\end{equation}
No scattering state enters. The speed $|dE/dk|=2|\sin k|$ is at most 2, so a signal from a far end needs a time of at least 100 to reach the bond. The growth is measured between times 40 and 80.

For $w=0.5$, $kT=0.05$ and $V=0.4$, twice this growth rate is $0.04232$. The energy integral \eqref{general} gives the same value to these digits, while constant transmission gives $0.04239$. At zero bias the corresponding values are $0.02036$, $0.02036$ and $0.02037$. For the perfect bond at $V=0.4$, the time evolution gives $0.03182$ and the formula $2kT/\pi=0.03183$. The program tests the time evolution against the energy integral with a tolerance of 1 per cent, which allows for transients after the bond is switched on.

\subsection*{(h) A barrier in a narrow strip}

Free electrons move in a two-dimensional strip with hard walls and width $W=20$ \AA. A rectangular barrier of height $U=0.5$ eV and thickness $d=5$ \AA\ crosses it. The mean chemical potential is $E_F=1$ eV, $kT=0.002$ eV, and the bias is applied symmetrically. Both spins contribute. Find the transmissions and the noise up to a bias of 0.02 eV, and assess the assumption of constant transmission. The barrier is kept fixed under bias, so any change of its shape by the applied field is neglected.

\paragraph{Solution.}
The barrier is uniform across the strip and does not mix transverse modes. Mode $n$ has threshold $\pi^2n^2/2W^2$ and longitudinal energy $\varepsilon_n=E-\pi^2n^2/2W^2$. Set $k^2=2\varepsilon_n$ and $\kappa^2=2(U-\varepsilon_n)$. Let the transmitted wave have the value $\eta$ at the far face $x=d$, where its slope is $ik\eta$. Inside the barrier the solution with this value and slope is
\[
\psi(x)=\eta\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].
\]
At $x=0$ the incident and reflected waves give $\psi(0)=1+r$ and $\psi'(0)=ik(1-r)$. Thus $2=\psi(0)+\psi'(0)/ik$, which becomes
\begin{equation}
\frac1\eta=\cosh\kappa d+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa d.
\label{eta}
\end{equation}
For real $\kappa$, take the squared modulus and use $\cosh^2=1+\sinh^2$. The factor multiplying $\sinh^2\kappa d$ is then
\[
1+\frac14\left(\frac\kappa k-\frac k\kappa\right)^2
=\frac{(\kappa^2+k^2)^2}{4k^2\kappa^2}
=\frac{U^2}{4\varepsilon_n(U-\varepsilon_n)},
\]
since $\kappa^2+k^2=2U$. As $T_n=|\eta|^2$,
\begin{equation}
T_n=\left[1+\frac{U^2\sinh^2\kappa d}{4\varepsilon_n(U-\varepsilon_n)}\right]^{-1}.
\label{barrier}
\end{equation}
Above the barrier, put $\kappa=ip$ with $p$ real. Equation \eqref{eta} becomes $1/\eta=\cos pd-\tfrac i2(p/k+k/p)\sin pd$. Its squared modulus is $1+(k^2-p^2)^2\sin^2pd/4k^2p^2$. With $k^2-p^2=2U$, this is \eqref{barrier} continued to imaginary $\kappa$.

In ordinary units $\hbar^2/2m=3.810$ eV \AA$^2$. The first threshold is $3.810(\pi/20)^2=0.0940$ eV, and the others are 4, 9 and 16 times as large. The fourth, $1.504$ eV, is above $E_F$, so three modes are open. Their longitudinal energies are $0.906$, $0.624$ and $0.154$ eV. For the third, $\kappa=\sqrt{0.3461/3.810}=0.3014$ \AA$^{-1}$ and $\kappa d=1.507$. This gives $\sinh^2\kappa d=4.604$ and
\[
T_3=\left[1+\frac{0.25\times4.604}{4\times0.1539\times0.3461}\right]^{-1}=0.156.
\]
The other two are $T_1=0.855$ and $T_2=0.668$. The sums are
\[
\sum T_n=1.679,\qquad \sum T_n^2=1.202,\qquad \sum T_n(1-T_n)=0.4775,
\]
and the Fano factor is $0.4775/1.679=0.284$.

Spin doubles \eqref{main}. At $V=0.02$ eV, $V/2kT=5$ and the hyperbolic cotangent is $1.0001$. In units of $e^2/\hbar$, the two terms are
\begin{align}
\frac2\pi(2\times0.002\times1.202)&=0.00306\ \mathrm{eV},\nonumber\\
\frac2\pi(0.02\times1.0001\times0.4775)&=0.00608\ \mathrm{eV}.\nonumber
\end{align}
Their sum is $S=0.00914$ eV, or $3.56\times10^{-25}$ A$^2$/Hz. The current is $2\times1.679\times0.02/2\pi=0.01069$ eV in units of $e/\hbar$, or $2.60\times10^{-6}$ A. The table gives the noise at several biases, with all entries in eV.

\begin{center}
\begin{tabular}{ccccc}
$V$ & $T_n^2$ term & $T_n(1-T_n)$ term & $S$ & $S-S_0$\\
\hline
0 & 0.00306 & 0.00122 & 0.00428 & 0\\
0.004 & 0.00306 & 0.00160 & 0.00466 & 0.00038\\
0.010 & 0.00306 & 0.00308 & 0.00614 & 0.00186\\
0.020 & 0.00306 & 0.00608 & 0.00914 & 0.00486
\end{tabular}
\end{center}

At zero bias the partition term already supplies $0.00122/0.00428$, or 28 per cent, of the noise. At $V=0.02$ eV the ratio $S/2\langle I\rangle$ is $0.427$, well above the Fano factor, although $V=10kT$. Condition \eqref{cold} explains this, since the first term is still half as large as the second. Subtracting the equilibrium noise does not recover the Fano factor either: $(S-S_0)/2\langle I\rangle=0.227$. By \eqref{excess} this is $F$ times $\coth(V/2kT)-2kT/V$, which is close to $0.8$ here. At $kT=0.0001$ eV and the same bias, the energy-resolved noise divided by $2\langle I\rangle$ falls to $0.291$, near $F$.

The assumption of constant transmission can be assessed by inserting \eqref{barrier} into the energy integral \eqref{general}. Relative to that integral, the constant-transmission noise is too large by $0.007$ per cent at $V=0.02$ eV and by $0.8$ per cent at $V=0.2$ eV. A tenfold bias thus raises the relative error roughly a hundredfold. These figures, and the analysis below, refer to the fixed barrier only. They are smaller than the neglected change of the potential can be. Suppose instead that the whole bias drops linearly across the barrier, with the band bottoms of the two leads shifted by $\pm V/2$. The energy integral then falls by $0.03$ per cent at $V=0.02$ eV and by $6.5$ per cent at $V=0.2$ eV, where the field is 4 MV/cm, and \eqref{main} with the zero-bias $T_n$ is too large by $0.04$ and $7.8$ per cent. The zero-temperature limit shows the leading form of the error. There the noise is $2V/\pi$ times the average of $g(E)=\sum T_n(1-T_n)$ over a window of width $V$ centred at $E_F$. In the expansion of $g$ about $E_F$ the linear term averages to zero. The quadratic term changes the average by
\[
\frac{g''(E_F)}{2V}\int_{-V/2}^{V/2}u^2\,du=\frac{g''(E_F)\,V^2}{24}.
\]
The relative error is then quadratic in $V$ to leading order. Here $g''(E_F)\approx-2.42$ eV$^{-2}$. It is negative, so the constant-transmission noise is too large, and the estimate gives $0.0084$ per cent at $V=0.02$ eV and $0.84$ per cent at $V=0.2$ eV. The higher derivatives of $g$ raise the second value only to $0.85$ per cent. The remaining difference from the two numbers above is due to the finite temperature, which acts on both terms of the noise. At $V=0.02$ eV the constant-transmission partition term is too large by $0.012$ per cent, while the $T_n^2$ term, a third of $S$, is too small by $0.003$ per cent. Weighted by their shares, these give $0.007$ per cent. At $V=0.2$ eV the partition term is too large by $0.85$ per cent, and the $T_n^2$ term, about 5 per cent of $S$, is too small by $0.28$ per cent, which gives $0.8$ per cent. Where the transmissions change strongly within the window, as at a resonance narrower than the window, the assumption behind \eqref{main} is lost. A mode threshold acts more mildly in this strip. Every mode opens at $\varepsilon_n=0$, below the top of the barrier, where \eqref{barrier} gives $T_n\approx a\varepsilon_n$ with $a=4/(U\sinh^2\kappa_0d)$ and $\kappa_0^2=2U$, here $a=0.90$ eV$^{-1}$. The transmission starts without a jump, but $g$ has a kink. If $E_F$ lies at the threshold, the new mode adds $(1/V)\int_0^{V/2}au\,du=aV/8$ to the zero-temperature average of $g$, so the error is linear in $V$ instead of quadratic. With $E_F$ at the third threshold, $0.846$ eV, and $kT=0.002$ eV, the constant-transmission noise is too small by $0.4$ per cent at $V=0.02$ eV and by $4$ per cent at $V=0.2$ eV. In every such case \eqref{general} still holds for independent electrons in a fixed potential. Interactions between the electrons and inelastic scattering inside the conductor lie outside both formulas.

\section*{Calculated quantities}
\begin{verbatim}
FOCK SPACE, random two-channel scatterer (no units)
T_n: [0.30172 0.83429]  f_L, f_R: 0.8 0.3
variance: Fock 0.507555, formula 0.507555
CHAIN, energies in lead hopping, kT = 0.05
lead sites: 200  times: 40.0 80.0
link   V     T(0)    S(time)   S(E-integral) S(constant T)
0.5  0.0  0.64000  0.020357  0.020357      0.020372
0.5  0.4  0.64000  0.042323  0.042323      0.042393
1.0  0.4  1.00000  0.031819  0.031831      0.031831
STRIP: width, thickness = 20.0 5.0 angstrom
barrier, Fermi energy, kT = 0.5 1.0 0.002 eV
hbar^2/2m = 3.80998 eV angstrom^2
mode thresholds (eV): [0.09401 0.37603 0.84607 1.50412]
longitudinal energies (eV): [0.90599 0.62397 0.15393]
T_n: [0.85523 0.66788 0.15622]
sum T = 1.67933, sum T^2 = 1.20188
sum T(1-T) = 0.47745, Fano factor = 0.28431
G = 0.53455 e^2/hbar = 1.30116e-04 S
Noise in eV (units e^2/hbar), current in eV (units e/hbar)
eV(eV)  I         T^2 term   T(1-T) term  S          excess
0.000  0.000000  0.0030606  0.0012158   0.0042764  0.0000000
0.004  0.002138  0.0030606  0.0015964   0.0046570  0.0003806
0.010  0.005345  0.0030606  0.0030808   0.0061413  0.0018650
0.020  0.010691  0.0030606  0.0060796   0.0091402  0.0048638
coth(V/2kT) at 0.02 eV: 1.0000908
S/2I at 0.02 eV: 0.42747
I at 0.02 eV: 2.60231e-06 A
S at 0.02 eV: 3.56458e-25 A^2/Hz
S at zero bias: 1.66775e-25 A^2/Hz
Constant T_n against energy-dependent T_n
V = 0.02 eV: 0.0091402, 0.0091395 eV, error 0.0068 %
V = 0.20 eV: 0.0638510, 0.0633453 eV, error 0.7983 %
S/2I at kT = 0.0001 eV, V = 0.02 eV: 0.29144
\end{verbatim}
